# Majorana flip identities and the absence of charge and dipole moments

Consider a spin-½ particle at rest that is its own antiparticle. It has two states, spin up and spin down, with annihilation operators $b_\uparrow$ and $b_\downarrow$. In a box of unit volume, with $\hbar=c=1$, the zero-momentum part of its field at time zero can be written in the Dirac representation as

$$\psi=\begin{pmatrix}b_\uparrow\\ b_\downarrow\\ -b_\downarrow^\dagger\\ b_\uparrow^\dagger\end{pmatrix}.$$

The lower components contain creation operators for the same particle; for a Dirac field they would create a separate antiparticle. The relative signs follow from charge conjugation, defined below. Let $n_s=b_s^\dagger b_s$, so that $b_sb_s^\dagger=1-n_s$. The quantity that would be the charge density is

$$\psi^\dagger\psi=n_\uparrow+n_\downarrow+(1-n_\downarrow)+(1-n_\uparrow)=2 .$$

It is a constant, the same in the vacuum as in a one-particle state, so the particle adds no charge. For the magnetic moment along $z$ the relevant matrix is $\gamma^0\Sigma_z=\mathrm{diag}(1,-1,-1,1)$, where $\Sigma_z$ is the spin matrix $\mathrm{diag}(1,-1,1,-1)$:

$$\psi^\dagger\gamma^0\Sigma_z\psi=n_\uparrow-n_\downarrow-(1-n_\downarrow)+(1-n_\uparrow)=0 .$$

The spin itself does not disappear:

$$\psi^\dagger\Sigma_z\psi=n_\uparrow-n_\downarrow+(1-n_\downarrow)-(1-n_\uparrow)=2(n_\uparrow-n_\downarrow).$$

The particle has a spin direction but no magnetic moment attached to it. These cancellations are instances of an identity that holds for moving particles and for every Dirac matrix.

Take the metric $(+,-,-,-)$, $\bar\psi=\psi^\dagger\gamma^0$, $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$ and $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$. The charge-conjugate field is $\psi^c=C\bar\psi^T$, where

$$C^{-1}\gamma^\mu C=-\gamma^{\mu T},\qquad C^T=-C,\qquad C^\dagger=C^{-1}. \tag{1}$$

In the Dirac representation $C=i\gamma^2\gamma^0$ has these properties. There $\gamma^0$ and $\gamma^2$ are symmetric, while $\gamma^1$ and $\gamma^3$ are antisymmetric. The first two anticommute with $\gamma^2\gamma^0$ and the last two commute with it, so in all four cases $\gamma^\mu C=-C\gamma^{\mu T}$. Further, $C^T=i\gamma^0\gamma^2=-C$. Since $\gamma^{2\dagger}=-\gamma^2$, also $C^\dagger=-i\gamma^0\gamma^{2\dagger}=i\gamma^0\gamma^2=-C$, and

$$C^2=-\gamma^2\gamma^0\gamma^2\gamma^0=(\gamma^2)^2(\gamma^0)^2=-1,$$

so $C^{-1}=-C=C^\dagger$. Under a unitary change of basis $\gamma'^\mu=S\gamma^\mu S^\dagger$, the matrix $C'=SCS^T$ keeps all three properties. With $\psi'=S\psi$ one has $\bar\psi'^T=S^*\bar\psi^T$, and $S^TS^*=1$ gives $\psi'^c=S\psi^c$. The results below therefore do not depend on the representation.

A Majorana field satisfies $\psi^c=\psi$. The opening field does: $C\bar\psi^T=i\gamma^2\psi^{\dagger T}$ because $C\gamma^{0T}=i\gamma^2$, and multiplication by $i\gamma^2$ returns the same four components.

The next ingredient is the sign $\eta_\Gamma$ in

$$C\Gamma^TC^{-1}=\eta_\Gamma\Gamma. \tag{2}$$

For the unit matrix $\eta=+1$. Transposing the first relation in (1) and using $C^T=-C$ gives $C\gamma^{\mu T}C^{-1}=-\gamma^\mu$, so $\eta=-1$ for a vector. Transposition reverses a product, and each gamma matrix contributes a minus sign. For two matrices the signs cancel and the reversed order remains:

$$C\sigma^{\mu\nu T}C^{-1}=\tfrac i2(\gamma^\nu\gamma^\mu-\gamma^\mu\gamma^\nu)=-\sigma^{\mu\nu}.$$

For $\gamma_5$ the four signs cancel. Reversing four anticommuting matrices takes six exchanges, also an even number, so $\eta=+1$. The remaining cases follow from these, because $\gamma_5$ anticommutes with $\gamma^\mu$ and commutes with $\sigma^{\mu\nu}$:

$$C(\gamma^\mu\gamma_5)^TC^{-1}=\gamma_5(-\gamma^\mu)=+\gamma^\mu\gamma_5,$$

$$C(\sigma^{\mu\nu}\gamma_5)^TC^{-1}=\gamma_5(-\sigma^{\mu\nu})=-\sigma^{\mu\nu}\gamma_5 .$$

Thus $\eta=+1$ for $1,\gamma_5,\gamma^\mu\gamma_5$, and $\eta=-1$ for $\gamma^\mu,\sigma^{\mu\nu},\sigma^{\mu\nu}\gamma_5$. There is a count behind this division. From $(\Gamma C)^T=C^T\Gamma^T=-C\Gamma^T=-\eta_\Gamma\Gamma C$, matrices with $\eta=+1$ give antisymmetric products $\Gamma C$. There are $1+1+4=6$ of them, and the $4+6=10$ vector and tensor matrices give symmetric ones. These are the numbers of independent antisymmetric and symmetric $4\times4$ matrices. The matrices $\sigma^{\mu\nu}\gamma_5$ add nothing to the count, being combinations of the $\sigma^{\mu\nu}$.

The adjoint of $\psi^c$ is also needed. Written out, $\psi^c=C\gamma^{0T}\psi^{\dagger T}$. Because $\gamma^0$ is Hermitian, $(\gamma^{0T})^\dagger=\gamma^{0T}$, and therefore

$$\overline{\psi^c}=\psi^T\gamma^{0T}C^{-1}\gamma^0=-\psi^T\gamma^{0T}\gamma^{0T}C^{-1}=-\psi^TC^{-1}. \tag{3}$$

The second equality uses $C^{-1}\gamma^0=-\gamma^{0T}C^{-1}$, which is (1) multiplied by $C^{-1}$ on the right.

Now let $\psi$ and $\chi$ be two fields whose components, including those of $\bar\chi$, anticommute with one another. With $M=C^{-1}\Gamma C$ and summed spinor indices,

$$\overline{\psi^c}\,\Gamma\chi^c=-\psi_aM_{ab}\bar\chi_b=+\bar\chi_bM_{ab}\psi_a=\bar\chi M^T\psi .$$

The sign changes in the middle because two fermion fields are exchanged. The transposed matrix is

$$M^T=C^T\Gamma^T(C^{-1})^T=(-C)\Gamma^T(-C^{-1})=\eta_\Gamma\Gamma,$$

and the flip identity is

$$\boxed{\;\overline{\psi^c}\,\Gamma\chi^c=\eta_\Gamma\,\bar\chi\,\Gamma\psi\;} \tag{4}$$

If both fields are Majorana, the superscripts can be dropped:

$$\bar\psi\Gamma\chi=\eta_\Gamma\bar\chi\Gamma\psi. \tag{5}$$

Setting $\chi=\psi$ gives $\bar\psi\Gamma\psi=\eta_\Gamma\bar\psi\Gamma\psi$, so for a single anticommuting Majorana field

$$\bar\psi\gamma^\mu\psi=0,\qquad \bar\psi\sigma^{\mu\nu}\psi=0,\qquad \bar\psi\sigma^{\mu\nu}\gamma_5\psi=0. \tag{6}$$

The scalar, pseudoscalar and axial bilinears are not restricted, since for them the identity reads $X=X$.

Anticommutation is essential. For a spinor of ordinary commuting numbers, the exchange in the derivation gives no sign and every $\eta$ is replaced by $-\eta$. A nonzero commuting spinor with $\psi^c=\psi$ has $\bar\psi\gamma^0\psi=\psi^\dagger\psi>0$, while its scalar $\bar\psi\psi$ vanishes. The Majorana condition alone does not remove the vector.

For quantum operators, (6) needs one more specification. Components of one field at the same point do not strictly anticommute, since at equal times $\{\psi_a(\mathbf x),\bar\psi_b(\mathbf y)\}=\gamma^0_{ab}\delta^3(\mathbf x-\mathbf y)$. A momentum cutoff makes $\delta^3(0)$ finite, equal to the number of momentum modes in the unit box, and if the cutoff treats opposite momenta alike the anticommutator stays proportional to $\gamma^0$. Keeping the anticommutator in the exchange gives

$$\bar\psi\Gamma\psi=\eta_\Gamma\bar\psi\Gamma\psi-M_{ab}\gamma^0_{ab}\delta^3(0).$$

Here $M_{ab}\gamma^0_{ab}=\mathrm{Tr}(M^T\gamma^0)=\eta_\Gamma\mathrm{Tr}(\Gamma\gamma^0)$. For $\eta_\Gamma=-1$ it follows that

$$\bar\psi\Gamma\psi=\tfrac12\mathrm{Tr}(\Gamma\gamma^0)\,\delta^3(0). \tag{7}$$

The trace vanishes for the tensors, because it contains an odd number of gamma matrices, and for $\gamma^i$. For $\gamma^0$ it is 4, so $\psi^\dagger\psi=2\delta^3(0)$. The opening result, 2, is the share of one momentum mode. Normal ordering, denoted by colons, removes this constant. Equations (6) are therefore operator statements about normal-ordered products; without ordering, the charge density is a number that does not depend on the state.

Particle matrix elements show how the cancellation takes place. In the unit box, write

$$\psi(x)=\sum_{\mathbf p,s}\left[b_{\mathbf ps}u_{\mathbf ps}e^{-ip\cdot x}+b^\dagger_{\mathbf ps}v_{\mathbf ps}e^{ip\cdot x}\right],\qquad v=C\bar u^T,$$

with $u^\dagger u=1$. The relation between $v$ and $u$ enforces $\psi^c=\psi$. Denote the initial spinors by $u,v$ and the final ones by $u',v'$. Two terms in $\bar\psi\Gamma\psi$ take the initial particle to the final one:

$$b'^\dagger b\,\bar u'\Gamma u\,e^{i(p'-p)\cdot x}\quad\text{and}\quad b\,b'^\dagger\,\bar v\Gamma v'\,e^{i(p'-p)\cdot x}.$$

Normal ordering turns $bb'^\dagger$ into $-b'^\dagger b$. The derivation of (3) applies to number spinors too, so $\bar v=-u^TC^{-1}$ and

$$\bar v\Gamma v'=-u^TC^{-1}\Gamma C\bar u'^T=-\bar u'(C^{-1}\Gamma C)^Tu=-\eta_\Gamma\bar u'\Gamma u .$$

No exchange sign appears here because the spinors are numbers; the fermionic sign came from the operators. The sum is

$$\langle p's'|:\!\bar\psi\Gamma\psi\!:|ps\rangle=(1+\eta_\Gamma)\,\bar u'\Gamma u\,e^{i(p'-p)\cdot x}. \tag{8}$$

The term that would describe a separate antiparticle in the Dirac case now acts on the same particle. It cancels the vector and tensor elements and doubles the others. As an illustration, take mass 1, momenta $\mathbf p=(0.3,-0.2,0.5)$ and $\mathbf p'=(-0.4,0.1,0.7)$ in units of that mass, and rest-frame spin up for both states. Evaluating the spinors gives $|\bar u'\sigma^{12}u|=0.817$ for a Dirac particle, and the Majorana element is zero. For $\gamma^3\gamma_5$ the Dirac value is 0.996 and the Majorana value is 1.992. Because of this factor of 2, a diagonal term such as the mass term needs a factor $\frac12$ to give the same one-particle matrix element as the corresponding Dirac term.

To translate (6) into electromagnetic properties, recall the couplings a Dirac field could have. A charge $q$ enters through $-q\bar\psi\gamma^\mu\psi A_\mu$, a magnetic moment $\mu$ through $-\frac\mu2\bar\psi\sigma^{\mu\nu}\psi F_{\mu\nu}$, and an electric dipole moment $d$ through $-\frac{id}2\bar\psi\sigma^{\mu\nu}\gamma_5\psi F_{\mu\nu}$. The names of the last two follow by inserting $F_{0i}=E^i$ and $F_{ij}=-\epsilon_{ijk}B^k$. Let $\alpha^i=\gamma^0\gamma^i$, and let $\boldsymbol\Sigma$ be the spin matrices, with $\sigma^{0i}=i\alpha^i$ and $\sigma^{ij}=\epsilon_{ijk}\Sigma^k$. Then

$$\tfrac12\sigma^{\mu\nu}F_{\mu\nu}=i\boldsymbol\alpha\cdot\mathbf E-\boldsymbol\Sigma\cdot\mathbf B. \tag{9}$$

Multiplication by $i\gamma_5$, with $\gamma_5\alpha^i=\Sigma^i$ and $\gamma_5\Sigma^i=\alpha^i$, gives

$$\tfrac i2\sigma^{\mu\nu}\gamma_5F_{\mu\nu}=-\boldsymbol\Sigma\cdot\mathbf E-i\boldsymbol\alpha\cdot\mathbf B. \tag{10}$$

These interactions contain no time derivative of $\psi$, so for a prescribed external field their Hamiltonian density is minus the interaction Lagrangian. It contains $-\mu\bar\psi\boldsymbol\Sigma\cdot\mathbf B\psi$ and $-d\bar\psi\boldsymbol\Sigma\cdot\mathbf E\psi$, the energies of a magnetic and an electric dipole. For one Majorana field, all three couplings vanish whatever the values of $q$, $\mu$ and $d$. No parity or time-reversal symmetry has been assumed. Form factors that add derivatives acting on $A_\mu$ or $F_{\mu\nu}$ change nothing, since the same bilinears multiply the result.

The absence of charge can also be seen from symmetry. A phase rotation $\psi\to e^{i\theta}\psi$ sends $\psi^c$ to $e^{-i\theta}\psi^c$, so $\psi=\psi^c$ survives only if $e^{2i\theta}=1$. This continuous phase symmetry is therefore incompatible with the Majorana condition. The chiral rotation $\psi\to e^{i\theta\gamma_5}\psi$ does respect the condition: it sends $\bar\psi$ to $\bar\psi e^{i\theta\gamma_5}$, and $\eta=+1$ for $\gamma_5$ gives $\psi^c\to e^{i\theta\gamma_5}\psi^c$. It turns the mass term $\bar\psi\psi$ into $\bar\psi e^{2i\theta\gamma_5}\psi$, however, so for a massive field it is not a symmetry. For a massive Majorana field, then, neither rotation supplies the conserved charge that a coupling to $A_\mu$ requires.

A current may also be built with a derivative between the fields. Since $\partial^\mu$ is real, $\partial^\mu\psi$ is a Majorana field too. Equation (5) with $\Gamma=1$ gives, after normal ordering, $\bar\psi\,\partial^\mu\psi=(\partial^\mu\bar\psi)\psi$, hence

$$\bar\psi\,\partial^\mu\psi-(\partial^\mu\bar\psi)\psi=0. \tag{11}$$

This convective current vanishes even though $\eta=+1$ for the unit matrix, because the exchange also moves the derivative to the other field.

Neutrality does not remove every interaction with light. The flip identity permits the anapole coupling $\bar\psi\gamma^\mu\gamma_5\psi\,\partial^\nu F_{\mu\nu}$, which by Maxwell's equations acts where the field has sources. It also permits $\bar\psi\psi F_{\mu\nu}F^{\mu\nu}$, which is quadratic in the field and describes a polarizability.

The word "diagonal" matters as soon as there are two Majorana fields. Equation (5) then relates two different operators:

$$\bar\psi_1\sigma^{\mu\nu}\psi_2=-\bar\psi_2\sigma^{\mu\nu}\psi_1. \tag{12}$$

Neither has to vanish. Write the general magnetic coupling as $-\frac14\sum_{ij}\mu_{ij}\bar\psi_i\sigma^{\mu\nu}\psi_jF_{\mu\nu}$. By (12), only the antisymmetric part of $\mu_{ij}$ contributes, so we take $\mu_{ij}=-\mu_{ji}$. Since $(\bar\psi_i\sigma^{\mu\nu}\psi_j)^\dagger=\bar\psi_j\sigma^{\mu\nu}\psi_i$, a Hermitian coupling then requires $\mu_{ij}^*=\mu_{ji}$. Together these conditions make the moments imaginary when both fields obey $\psi_i^c=\psi_i$. Setting $\mu_{12}=-\mu_{21}=i\mu$, with $\mu$ real, the two terms add to

$$\mathcal L_\mu=-\frac{i\mu}2\,\bar\psi_1\sigma^{\mu\nu}\psi_2F_{\mu\nu}. \tag{13}$$

A Dirac field fits into the same scheme. If the two masses are equal, form $\psi_D=(\psi_1+i\psi_2)/\sqrt2$, so that $\bar\psi_D=(\bar\psi_1-i\bar\psi_2)/\sqrt2$. Then

$$\bar\psi_D\Gamma\psi_D=\tfrac12\left(\bar\psi_1\Gamma\psi_1+\bar\psi_2\Gamma\psi_2+i\bar\psi_1\Gamma\psi_2-i\bar\psi_2\Gamma\psi_1\right).$$

For $\eta_\Gamma=-1$, the first two terms vanish after normal ordering and the last two are equal, so

$$:\!\bar\psi_D\Gamma\psi_D\!:\;=i\bar\psi_1\Gamma\psi_2. \tag{14}$$

The charge and dipole moments of a Dirac particle are transition quantities between its two Majorana parts.

The effect of a mass difference can be worked out for two neutral Majorana fermions at rest in a uniform field $B$ along $z$. A uniform field conserves the momentum of a neutral particle, so the zero-momentum modes can be treated separately. Each field has the opening form with operators $b_{is}$. By the opening calculation, its mass term is $\frac12m_i\bar\psi_i\psi_i=m_i(n_{i\uparrow}+n_{i\downarrow}-1)$, which gives each particle the energy $m_i$ above the vacuum. From (9) and (13), the magnetic term is $-i\mu B\bar\psi_1\Sigma_z\psi_2$, where

$$\bar\psi_1\Sigma_z\psi_2=b_{1\uparrow}^\dagger b_{2\uparrow}-b_{1\downarrow}^\dagger b_{2\downarrow}-b_{1\downarrow}b_{2\downarrow}^\dagger+b_{1\uparrow}b_{2\uparrow}^\dagger .$$

Reordering the last two products changes their signs. For these zero-momentum modes no pair-creation term is present, and spin up is not mixed with spin down. In the basis of particle 1 and particle 2, the spin-up Hamiltonian is

$$H_\uparrow=\begin{pmatrix}m_1&-i\mu B\\ i\mu B&m_2\end{pmatrix}. \tag{15}$$

For spin down, $\mu B$ changes sign. The eigenvalue equation $(m_1-E)(m_2-E)-(\mu B)^2=0$ depends on its square alone, so each level is doubly degenerate:

$$E_\pm=\frac{m_1+m_2}2\pm\sqrt{\left(\frac{m_2-m_1}2\right)^2+(\mu B)^2}. \tag{16}$$

Choose $m_1=1$, $m_2=1.08$ and $\mu B=0.03$, all in units of $m_1$. The mean mass is 1.04 and half the mass gap is 0.04. The root is $\sqrt{0.0016+0.0009}=0.05$, so the levels lie at 0.99 and 1.09. Diagonalizing the Hamiltonian built from the field operators gives each of these energies twice.

The lower level has moved from 1 to 0.99, although neither particle has a moment of its own. The field mixes the two particles, and the mixture has an induced moment along $B$,

$$-\frac{\partial E_-}{\partial B}=\mu\,\frac{\mu B}{\sqrt{(m_2-m_1)^2/4+(\mu B)^2}}=\frac{0.03}{0.05}\,\mu=0.6\,\mu .$$

It is the same for both spin directions and vanishes with the field. For $|\mu B|\ll(m_2-m_1)/2$, expansion of the root gives

$$E_--m_1\simeq-\frac{(\mu B)^2}{m_2-m_1}.$$

At $\mu B=0.003$ this is $-1.125\times10^{-4}$, compared with $-1.123\times10^{-4}$ from diagonalization. The weak-field shift is quadratic, whereas a permanent moment would give a linear one.

If the masses are equal, the root in (16) becomes $|\mu B|$ and the shift is linear however weak the field. (Equation (16) gives particle energies above the vacuum as long as $E_->0$, that is $(\mu B)^2<m_1m_2$; beyond that the empty state is no longer the lowest one.) For $\mu B=0.03$ the splitting is 0.06. This is the Dirac case. By (14), the charge-type operator at rest is $Q=i\psi_1^\dagger\psi_2$, which for each spin equals $i(b_1^\dagger b_2-b_2^\dagger b_1)$. Its one-particle matrix

$$Q=\begin{pmatrix}0&i\\-i&0\end{pmatrix}$$

has eigenvalues $+1$ and $-1$, which label particle and antiparticle even when the electric charge is zero. Comparison with (15) shows that the magnetic energy is $-\mu BQ$ for spin up and $+\mu BQ$ for spin down. Particle and antiparticle thus have opposite moments for the same spin. A mass difference mixes the two values of $Q$ and removes the permanent moment. When $|\mu B|\gg|m_2-m_1|/2$, however, (16) approaches the Dirac splitting, and a nearly degenerate Majorana pair responds to the field much as a Dirac particle does.
